# Regularized inversion of threshold recovery and the resolution of emission times

## Symmetry fixes the form of the limits

Many identical traps that empty by first-order emission contribute, on average, a term proportional to $e^{-t/\tau}$ to the threshold shift. Only the ratio $t/\tau$ enters, so changing the unit of time merely translates the problem along the logarithmic axis. Recovery in log time is therefore a convolution, and its resolution is a separation $\delta=\ln(\tau_2/\tau_1)$, not a time difference.

Take two equal components of total amplitude $a$, white noise $\sigma$ per sample and $\rho$ samples per e-fold of time. Exchanging the components changes $\delta$ to $-\delta$, so their signal about the midpoint is even in $\delta$. The first trace of a splitting is of order $\delta^2$, and its significance is

$$D\propto \frac{a\sqrt\rho}{\sigma}\,\delta^2 .$$

A single broad peak can imitate this term. Telling two peaks from one broad peak rests on the next even order, $\delta^4$. The two questions thus have different limits.

## Model and kernel

Let $y=\ln\tau$ and $x=\ln t$, with times in a fixed unit. The data are

$$d_i=c+\int g(y)\,k(x_i-y)\,dy+\text{noise},\qquad k(u)=\exp(-e^u),$$

with $g\ge0$ in mV per e-fold and a permanent part $c\ge0$. The noise is Gaussian and independent between samples, with known $\sigma$.

With $s=e^u$ and $du=ds/s$, $k'=-se^{-s}$. Its Fourier transform is

$$\int k'e^{-i\omega u}du=-\int_0^\infty s^{-i\omega}e^{-s}ds=-\Gamma(1-i\omega).$$

The reflection formula gives $|\Gamma(1-i\omega)|^2=\pi\omega/\sinh\pi\omega$. A derivative multiplies the transform by $i\omega$, so for $\omega\ne0$

$$|\hat k(\omega)|^2=\frac{\pi}{\omega\sinh\pi\omega}\;\to\;\frac{2\pi}{\omega}e^{-\pi\omega}\quad(\omega\gg1).$$

Fine structure is damped in amplitude as $e^{-\pi\omega/2}$, up to a power of $\omega$. This is the source of the ill-conditioning.

## What the linear filter does

First drop the constraints and the constant, and let the window be long. The sum over samples becomes $\rho\int dx$, and the objective is

$$\frac{\rho}{\sigma^2}\int|d-k*g|^2dx+\lambda\int g^2dy .$$

By Parseval's theorem each frequency separates. Setting the derivative with respect to $\hat g^*$ to zero gives $(\rho/\sigma^2)\hat k^*(\hat k\hat g-\hat d)+\lambda\hat g=0$. For noiseless data $\hat d=\hat k\hat g_{\rm true}$, hence

$$\hat g=F\hat g_{\rm true},\qquad F=\frac{S}{S+\lambda},\qquad S=\frac{\rho}{\sigma^2}|\hat k|^2 .$$

A sharp line is imaged as $p(y)=\pi^{-1}\int_0^\infty F\cos(\omega y)\,d\omega$. Two equal images have curvature proportional to $p''(\delta/2)$ at their midpoint. They split when this passes from negative to positive, at $p''(\delta/2)=0$.

This splitting depends on the chosen $\lambda$, though weakly. Where $F=1/2$, $\lambda=S\propto e^{-\pi\omega}/\omega$, so $d\omega=-d\ln\lambda/(\pi+1/\omega)$. Near $\omega=3$, a tenfold smaller $\lambda$ raises the cutoff by only about 0.66. For the example below the splitting is $\delta=1.07$, 1.28 and 1.57 at $\lambda=0.007$, 0.07 and $0.7\ \mathrm{mV^{-2}}$, a change of about 20% per decade.

## Discrete scheme

Use $n$ equally spaced values $y_j$ with step $\Delta y$. Set $A_{ij}=k(x_i-y_j)\Delta y/\sigma$, and append a column $1/\sigma$ for $c$. With $z=(g_1,\dots,g_n,c)$ and $b=d/\sigma$, minimise

$$\|Az-b\|^2+\lambda\Delta y\sum_j g_j^2,\qquad z\ge0 .$$

Define $H=A^TA+\lambda\Delta y\,\mathrm{diag}(1,\dots,1,0)$ and $f=A^Tb$. If $z^THz=0$, the penalty forces $g=0$, and the data term then forces $c=0$. So $H$ is positive definite for $\lambda>0$ and the minimum is unique. It is certified by $w=f-Hz$: $w_j=0$ where $z_j>0$, and $w_j\le0$ where $z_j=0$.

```
solve(H, f):
  z = 0; P = empty; blocked = empty
  repeat:
    w = f - H z
    j = index of largest w outside P and blocked
    if no j, or w[j] <= tolerance: return z
    add j to P
    q = solution of H[P,P] q[P] = f[P], zero elsewhere
    if q[j] <= 0: remove j from P; block j; continue
    while some q[i] <= 0 with i in P:
      r = min z[i]/(z[i]-q[i]) over those i
      z = z + r (q-z)
      remove from P the entries that reached zero
      recompute q
    z = q; clear blocked

invert(d):
  floor = chi2 of the solution at a very small lambda
  bisect log(lambda) until chi2(lambda) - floor = 5
  return g, c
```

The rise of 5 is a convention: two lines and a constant have five free values. The alternative $\chi^2=N$ can be unattainable, as one trace below shows.

**Cost.** Forming $H$ takes $O(Nn^2)$ operations once. An active-set step costs $O(n^2)$ for the gradient and $O(p^3)$ for $p$ active entries. Bisection multiplies this by the number of trial $\lambda$.

**Stability.** Forming $A^TA$ squares the condition number of $A$, so $\lambda$ needs a floor; here it is $10^{-5}\ \mathrm{mV^{-2}}$. For smaller $\lambda$, a QR-based solver on the stacked matrix is safer. An iteration cap guards against cycling by rounding, and the conditions on $w$ should be checked on exit.

## First limit: more than one line

Expand the two lines about their midpoint. Odd terms cancel:

$$\frac a2\left[k(u-\tfrac\delta2)+k(u+\tfrac\delta2)\right]=a\left[k+\frac{\delta^2}{8}k''+\frac{\delta^4}{384}k''''+\dots\right].$$

A single line plus a constant can absorb $k$ (amplitude), $k'$ (position) and 1. The rest of $k''$ cannot be absorbed. With distance defined as the root-sum-square signal difference divided by $\sigma$, a pure number,

$$D_1=\frac{a\delta^2}{8\sigma}\sqrt{\rho c_2},$$

where $c_2$ is the squared norm of that rest.

The norms needed are $M_n=\int(k^{(n)})^2du=\int_0^\infty\omega^{2n-1}/\sinh(\pi\omega)\,d\omega$, by Parseval. Expanding $1/\sinh\pi\omega=2\sum_{j\ge0}e^{-(2j+1)\pi\omega}$ and integrating each term gives

$$M_n=\frac{2(2n-1)!}{\pi^{2n}}(1-2^{-2n})\zeta(2n)=\frac{(2^{2n}-1)|B_{2n}|}{2n},$$

because $\zeta(2n)=(2\pi)^{2n}|B_{2n}|/[2(2n)!]$, with $B_{2n}$ the Bernoulli numbers. Thus $M_1,\dots,M_4=\frac14,\frac18,\frac14,\frac{17}{16}$.

In a long window $k$ and 1 have growing norms, so projecting them out costs nothing in the limit. Also $\langle k',k''\rangle=[k'^2/2]=0$. Hence $c_2\to M_2=1/8$.

For a finite window replace 1 by $h=1-k$, which spans the same space together with $k$. Let $s_{\min},s_{\max}$ be the end times divided by the central $\tau$, $\gamma$ Euler's constant and $E_1(z)=\int_z^\infty e^{-v}dv/v$. Then

$$N_k=\langle k,k\rangle=E_1(2s_{\min}),\quad N_h=\langle h,h\rangle\simeq\ln s_{\max}+\gamma-\ln2,\quad \langle k,h\rangle\simeq\ln2 .$$

Both $k$ and $h$ have product $-1/2$ with $k'$. Removing $k'$ therefore subtracts $(1/4)/M_1=1$ from all three. Their products with $k''$ are $-1/4$ and $+1/4$, by parts. Inverting the remaining $2\times2$ matrix gives

$$c_2=\frac18-\frac1{16}\frac{A+B+2C}{AB-C^2},\quad A=N_k-1,\;B=N_h-1,\;C=\ln2-1 .$$

Two known signals at distance $D$ are best separated by projecting the data on their difference. This gives a unit-variance Gaussian with mean 0 or $D$. Both error rates can be 5% only if $D\ge2\times1.645=3.29$. Near the limit, a one-sided score test attains this to leading order: fit one line and a constant, project the residual on the normalised unabsorbed part of $k''$, and divide by $\sigma$.

For unequal weights $w$ and $1-w$, the variance $\delta^2/4$ becomes $w(1-w)\delta^2$. To leading order the limiting $\delta$ grows by $1/[2\sqrt{w(1-w)}]$, which is 1.67 for a 10:90 pair; a direct fit in the example's window gives about 1.7.

## Second limit: two peaks or one broad peak

Any unimodal distribution with mode $m$ is a mixture of boxes with one end at $m$: $Y=m+UZ$, with $U$ uniform on $[0,1]$ and $Z$ independent. Let $Y$ have variance $v$, zero third central moment, fourth central moment $\kappa$, and mean $m+d$. Since $\langle U^r\rangle=1/(r+1)$,

$$\langle Z\rangle=2d,\quad\langle Z^2\rangle=3(v+d^2),\quad\langle Z^3\rangle=4(3vd+d^3),$$
$$\langle Z^4\rangle=5(\kappa+6vd^2+d^4).$$

So $Z$ has variance $V=3v-d^2$ and third central moment $-2dV$. The Cauchy-Schwarz inequality bounds its fourth central moment below by $V^2+(2dV)^2/V=V^2+4d^2V$. Restoring the mean $2d$,

$$\langle Z^4\rangle\ge V^2+(4-16+24)d^2V+16d^4=9v^2+30vd^2+5d^4 .$$

Comparison gives $\kappa\ge\frac95v^2$, which a box attains.

Could some skewness help the imitation? A third moment $m_3$ lowers the bound by at most $\frac45\sqrt{3v}\,|m_3|$, by the same algebra, but adds a misfit along $k'''$. In a long window this cannot cancel the misfit along $k''''$. The fit removes $k'$ from $k'''$ and $k''$ from $k''''$, and the remainders are orthogonal, because products of one odd and one even derivative integrate to zero by parts. The two misfits therefore add in quadrature. For skewness $q$ they are of order $\delta^3q$ and $\delta^4(1-O(q))$, so the best $q$ is of order $\delta^2$ and changes $D^2$ only by a relative order $\delta^2$. A finite window leaves a small overlap through $k$ and $h$, which vanishes as $N_k$ and $N_h$ grow. In this limit, among distributions whose width shrinks with $\delta$, the box is the best unimodal imitation to leading order.

The pair has $v=\delta^2/4$ and $\kappa=v^2=\delta^4/16$. The deficit against the box is $\frac45\delta^4/16=\delta^4/20$, and the Taylor factor $1/24$ gives

$$D_2=\frac{a\delta^4}{480\sigma}\sqrt{\rho c_4}.$$

The box width also absorbs $k''$. As $\langle k'''',k''\rangle=-M_3$, the long-window value is $c_4=M_4-M_3^2/M_2=\frac{17}{16}-\frac12=\frac9{16}$.

For a finite window, removing $k''$ subtracts a further $(1/16)/M_2=\frac12$ from $A$ and $B$ and adds $\frac12$ to $C$. The products of $k$ and $h$ with $k''''$ change from $\pm\frac18$ to $\mp\frac38$. Hence $c_4=\frac9{16}-\frac9{64}(A+B+2C)/(AB-C^2)$ with these new values.

At larger $\delta$, find the distance numerically. A box from $y_m$ to $y_j$ gives the signal $[E_1(t/\tau_j)-E_1(t/\tau_m)]/(y_j-y_m)$. Fit non-negative weights of such boxes for each trial mode, and keep the best.

For a measured trace, use $T=\chi^2_{\rm unimodal}-\chi^2_{\rm free}$, where the free fit allows any non-negative lines. Obtain its null distribution by adding fresh noise to the best unimodal fit and repeating both fits.

## Worked example

The parameters are rough values for a large silicon pMOSFET whose gate dielectric has an equivalent oxide thickness of 1.2 nm, recovering at 125 °C after negative-bias stress: $a=20$ mV, $c=5$ mV, $\sigma=0.1$ mV. Using the same noise for every sample is optimistic at the earliest times, where a microsecond reading allows little averaging. There are 91 samples from 1 µs to 1000 s, so $\rho=4.343$. Pairs are centred at 31.6 ms, and $g$ has 101 grid values across the window.

The window constants are $c_2=0.1110$ and $c_4=0.527$. The first limit is

$$\delta_1=\left[\frac{8(0.1)(3.29)}{20\sqrt{4.343\times0.1110}}\right]^{1/2}=0.435,\qquad \tau_2/\tau_1=1.55 .$$

A direct nonlinear fit there gives $D=3.264$, 0.8% below 3.29. The next term explains this: in a long window it changes $D_1$ by the fraction $(\delta^2/48)(-M_3/M_2)=-\delta^2/24=-0.8\%$. In 1000 simulated traces of each kind, the score test gave 4.0% false alarms and 94.1% detections.

The box law agrees with a direct fit to about 1% at $\delta=0.25$. At $\delta=1$ it predicts 0.63, while the fitted box distance is 0.549 and the best unimodal distance found is 0.539 (0.537 with modes three times closer together and finer box edges). The law would put the second limit at $\delta=1.51$; the numerical search gives 1.67, or $\tau_2/\tau_1=5.3$. At this limit an explicit unimodal imitation lies at $D=3.29$. Passing it is necessary for resolution at 5% errors, but does not guarantee it, since the search covers a finite set of modes and boxes.

For ratio 20, the inversion selects $\lambda=0.070\ \mathrm{mV^{-2}}$. Each half of $g$, taken within four e-folds of the centre, is summarised by its area $\int g\,dy$ and its log-mean time $\exp(\int yg\,dy/\int g\,dy)$. These are 10.06 mV at 7.15 ms and 9.96 mV at 141.9 ms; the true values are 10 mV at 7.07 and 141.4 ms. The peak positions, 7.41 and 134.9 ms, are less accurate. They can fall only on grid points, 0.207 apart in $\ln\tau$, and these two are the nearest to the true values. The unimodal test gives $T=349$ and $p=0.025$, the smallest value possible with 39 replicas.

For ratio 3 the score is 21.5, so one line is excluded. But $T=2.18$ with $p=0.15$ does not exclude one broad peak, and the inversion shows one peak. The unimodal distance is 0.767 (0.760 with a finer set of modes and boxes); reaching 3.29 would need noise of $0.1\times0.767/3.29=0.023$ mV with the sampling unchanged. Here $\chi^2=100.1$ after a rise of 5, so the floor is about 95. The rule $\chi^2=91$ could not have been met at any $\lambda$ above the floor value.

## Failure modes

**Peak counting.** At the wide trace's $\lambda$, linear images split at $\delta=1.28$, below the second limit. The table gives the fraction of 50 inversions, at this fixed $\lambda$, with at least two maxima above 20% of the highest.

| $\delta$ | $D$ to box | pair | best box |
|---|---:|---:|---:|
| 1.2 | 1.08 | 0.68 | 0.32 |
| 1.6 | 2.96 | 1.00 | 0.88 |
| 2.0 | 6.13 | 1.00 | 1.00 |

A box is one broad component, yet at $\delta=2$ and this $\lambda$ its image shows two or more peaks every time. The data distinguish the cases there; the peak count at this $\lambda$ does not. Since $\lambda$ was chosen for another trace, the fractions do not describe inversions that choose it afresh. With the rise-of-5 rule applied to each trace, box traces select $\lambda\approx1.3$–$1.5\ \mathrm{mV^{-2}}$, about twenty times larger. In 12 traces each, the box then showed two peaks once at $\delta=1.6$ and five times at $\delta=2$, against 11 and 12 times for the pair. Much of the failure in the table thus comes from too small a $\lambda$, though false peaks remain common at $\delta=2$. For any decision rule, the true-minus-false rate cannot exceed $2\Phi(D/2)-1$, with $\Phi$ the normal distribution function. This is 0.41 and 0.86 in the first two rows, against observed differences of 0.36 and 0.12.

**Window edges.** Components much faster than 1 µs have decayed before the first sample. Those much slower than 1000 s merge with $c$. The limits above hold for pairs near the middle.

**Real gate stacks.** Discrete emission times are the weakest assumption, since amorphous oxides have distributed barriers. If $\tau\propto e^{E/k_BT}$, a barrier spread $\sigma_E$ gives $\ln\tau$ a standard deviation $\sigma_E/k_BT$; the pair has $\delta/2$. With $k_BT=34.3$ meV, a spread of $34.3\times0.435/2=7.5$ meV already imitates the pair at the first limit. That limit then says nothing about the number of trap species. If each species has a Gaussian spread equal to $k_BT$, the summed density has two peaks only for $\delta>2$, because a Gaussian's curvature changes sign one standard deviation from its centre. The required ratio then exceeds $e^2=7.4$ even before noise is considered.

**Measurement conditions.** The other neglected effects, for the stated rough inputs, are:

- For a 1 eV barrier, $\ln\tau$ shifts by 0.073 per kelvin. For a threshold drift of 1 mV/K, a change of 0.1 K equals the noise.
- Readout is assumed at constant current. At constant gate voltage, the changing channel charge moves the potential at mid-oxide, relative to the channel surface, by up to half of the 20 mV shift. Half is approached only in strong inversion; near or below threshold this part is small. Divided by $k_BT/e=34.3$ mV, it is a shift of up to 0.29 in $\ln\tau$, two thirds of $\delta_1$. Relative to the bulk Fermi level the surface potential moves as well, and the total lies between half and the whole of the shift.
- In a uniform charge-sheet estimate, one trap at the channel interface shifts the threshold by $\eta=e/C=0.056$ µV, with $C$ the gate capacitance; a deeper trap shifts it less. Independent random emission from one line then has covariance $a\eta[\min(k_i,k_j)-k_ik_j]$ between samples $i$ and $j$. Projected on the direction used by the score and divided by $\sigma$, this gives the dimensionless one-line score an extra standard deviation of 0.20, added in quadrature to the 1 from read noise. This is for a 100 µm² gate, far larger than a logic transistor. It scales as area$^{-1/2}$, reaching about 2 at 1 µm², where the independent-noise model fails.
- A hole trap stays empty of holes when its level lies below the Fermi level. At 0.2 eV below, hole recapture is 0.3% of emission.
- Averaging each sample over 5% of its time adds 0.4% of the variance of the limiting pair.

The numerical output gives the remaining values; its label "sigma" on distances and scores counts standard deviations.

## Table of computed values

```
window: 1e-06 to 1e+03 s, 91 samples
recoverable, permanent, noise: 20.0, 5.0, 0.1 mV
centre emission time: 31.62 ms
samples per e-fold rho: 4.343
derivative norms M1..M4: 0.2500 0.1250 0.2500 1.0625
window constants c2, c4: 0.1110, 0.5271
distance needed for 5% errors: 3.29 sigma
one-line limit delta: 0.4353
one-line limit tau ratio: 1.545
distance there by direct fit: 3.264 sigma
score test: false alarms 0.040, power 0.941
box distance at delta 0.25: fit 0.00244, law 0.00246 sigma
delta 1: box 0.549, unimodal 0.539 sigma
unimodal limit delta: 1.672
unimodal limit tau ratio: 5.324
lambda, wide pair: 0.06991 mV^-2
filter half-point omega: 3.015 per e-fold
point-response error / peak: 7.563e-07
linear splitting delta: 1.278
linear splitting tau ratio: 3.591
wide: ratio 20, true tau 7.07, 141.42 ms
  chi2 75.44, permanent 4.978 mV, peaks at 7.41, 134.90 ms
  unimodal test: T 349.174, p 0.025
close: ratio 3, true tau 18.26, 54.77 ms
  chi2 100.09, permanent 4.993 mV, peaks at 31.62 ms
  unimodal test: T 2.183, p 0.150
wide component: 10.059 mV at 7.15 ms
wide component: 9.957 mV at 141.89 ms
lambda, close pair: 0.6023 mV^-2
close pair one-line score: 21.47 sigma
close pair unimodal distance: 0.7667 sigma
noise needed for close pair: 23.31 uV
two-peak fractions, 50 traces each, fixed lambda:
  delta 1.2: D 1.08, pair 0.68, box 0.32, bound 0.41
  delta 1.6: D 2.96, pair 1.00, box 0.88, bound 0.86
  delta 2.0: D 6.13, pair 1.00, box 1.00, bound 1.00
  delta 3.0: D 19.51, pair 1.00, box 1.00, bound 1.00
temperature 398.15 K, kT 34.31 meV
barrier spread imitating limit pair: 7.468 meV
ln tau shift at barrier 1.0 eV: 0.0732 per K
drift equal to noise at 1.0 mV/K: 0.10 K
EOT 1.2 nm, area 100.0 um2: step 0.0557 uV, traps 3.59e+05
emission noise in score: 0.1971 sigma
recapture ratio at 0.2 eV: 0.00294
constant-voltage ln tau shift, depth 0.5: 0.291
averaging width 0.05: variance / limit 0.00440
```
